Slab-Slab Screening in GW Gaps: Image Correction and Its Period Dependence

**1. What dimensions fix**

Put a unit charge in one slab of a periodic stack. The slabs have thickness d and dielectric constant ε, the period is L, and the vacuum between neighbours has width D = L − d. Hartree atomic units are used. Compared with an isolated slab, the charge also feels the polarization that it induces in all the other slabs. Call the resulting change of potential at the charge itself δW. Classical electrostatics has no length of its own, and the potential of a unit charge is an inverse length, so for a given relative position in the slab

δW = (1/L) Φ(d/L, ε). (1)

If δW controls the error of a GW gap, that error is proportional to 1/L when the slab is thickened together with the cell, at fixed d/L. In a convergence study d is fixed and only the vacuum grows. The law then depends on how Φ behaves as d/L → 0. For an insulating slab Φ vanishes in proportion to d/L, so the final law is 1/L². The statement that untruncated gaps converge as 1/L is therefore not true in general. At fixed thickness it can describe a crossover, whose origin is derived below.

**2. From the self-energy to electrostatics**

Three assumptions are made. Orbitals of different slabs do not overlap. The mean-field starting point is the same for the stack and the isolated slab. The integral over the out-of-plane momentum q_z is converged; section 7 drops this last condition.

The self-energy is linear in the screened interaction W, so its change follows from δW(ω) = W_stack(ω) − W_slab(ω). The bare interaction cancels, and the rest has the spectral form

δW(r,r′;ω) = ∫₀^∞ dΩ B(r,r′;Ω) 2Ω/(ω² − Ω²), (2)

δW(r,r′;0) = −2 ∫₀^∞ dΩ B(r,r′;Ω)/Ω. (3)

Insert (2) into Σ(E) = (i/2π)∫dω G(E+ω)W(ω). For an empty intermediate state m, the pole of G lies in the lower half plane. Closing the contour above picks up the pole of W at ω = −Ω, with residue −1, and gives 1/(E − ε_m − Ω). For an occupied m, closing below picks up the pole at ω = +Ω and gives 1/(E − ε_m + Ω). Hence

⟨n|δΣ(E)|n⟩ = Σ_m ∫dΩ B_nm(Ω)/(E − ε_m ∓ Ω), (4)

B_nm = ∫∫ φ_n*(r)φ_m(r) B(r,r′) φ_m*(r′)φ_n(r′) dr dr′,

with the upper sign for empty m and the lower sign for occupied m.

δW is driven by the polarization of the other slabs, at least a distance D away. Their field also repolarizes the slab that holds the charge, which adds a contribution of opposite sign: for the film of section 6 at L = 40 bohr and a charge at the centre, the other slabs give −10.3 mHa and the slab's own surfaces +4.8 mHa. If D is large compared with the lattice spacing, and local-field effects inside the slab are neglected, B is smooth on the atomic scale. It then couples φ_n mainly to states of the same band with nearby wave vectors, on the same side of the gap. If their energies differ from E ≈ ε_n by much less than Ω, the denominator in (4) is ∓Ω. Completeness, Σ_m φ_m(r)φ_m*(r′) = δ(r − r′), removes the sum, and with (3)

δE_n = ∓∫|φ_n(r)|² ∫dΩ B(r,r;Ω)/Ω dr = ±½⟨δW⟩_n. (5)

The plus sign belongs to an empty state and the minus sign to an occupied one. The factor ½ is that of a polarization energy: the charge creates the potential that acts on it. Subtracting the valence shift from the conduction shift gives

ΔE ≡ E_gap(stack) − E_gap(isolated) = ½(⟨δW⟩_c + ⟨δW⟩_v). (6)

Other slabs add screening, so δW < 0 and the repeated-slab gap is too small. The correction is to subtract ΔE. Equation (5) identifies the level shift with the change of the self-energy at E ≈ ε_n. In a G₀W₀ calculation the quasiparticle equation multiplies this change by Z_n = 1/(1 − ∂Σ/∂E) < 1 and evaluates it at the quasiparticle energy rather than at ε_n, so (6) is an estimate and not an identity. For a Be atom or a water molecule 12 bohr from an N₂ molecule, in a small (cc-pVDZ, unconverged) basis with Hartree–Fock or PBE orbitals, the G₀W₀ gap shift is 0.92 to 1.02 times (6).

A model shows what smoothness means. Take a ring of two-site cells with alternating hoppings 1 and 0.6, half filled, coupled to one polarization mode of frequency 0.5 in the same energy unit. The mode has one cosine wave around the ring. Diagonalizing the ring and summing (4) gives 0.998 times the gap shift (6) for 200 cells, but 0.83 times for 20 cells. A shorter wave brings in larger band-energy differences and more mixing across the gap.

**3. A charge in a slab with reflecting surroundings**

Fourier transform in the plane, with wave number q. The potential w of a unit charge at z₀ obeys

−∂_z(ε ∂_z w) + q² ε w = 4πδ(z − z₀). (7)

In a uniform medium w = (2π/εq) e^(−q|z−z₀|). In a slab occupying |z| < d/2, each surface sends back a wave, and by symmetry both have the same reflection coefficient R. Write

w = (2π/εq)[e^(−q|z−z₀|) + α e^(−q(d/2−z)) + β e^(−q(d/2+z))].

Let u = e^(−q(d/2−z₀)) and v = e^(−q(d/2+z₀)), so that uv = e^(−qd) ≡ s. The wave reaching the right surface has amplitude u + βs, and the one reaching the left surface has v + αs. Therefore

α = R(u + βs), β = R(v + αs),

α = R(u + Rsv)/(1 − R²s²), β = R(v + Rsu)/(1 − R²s²).

At the source the bracket is F = 1 + αu + βv. Since u² + v² = 2e^(−qd)cosh 2qz₀, and with y = s² = e^(−2qd),

F(R) = [1 + 2R e^(−qd) cosh 2qz₀ + R²y]/(1 − R²y). (8)

For an isolated slab there is only vacuum outside. Let ζ be the distance beyond the surface. Matching e^(−qζ) + r e^(qζ) inside to t e^(−qζ) outside requires 1 + r = t and ε(1 − r) = t, so

r = (ε − 1)/(ε + 1), R = r. (9)

**4. Reflection from the periodic stack**

In the stack, a wave leaving the slab crosses the vacuum, is reflected by the next slab with coefficient ρ, and returns. With x = e^(−2qD) for the round trip, continuity of w and ε∂_z w gives

ε(1 − R)/(1 + R) = (1 − ρx)/(1 + ρx), hence R = (r + ρx)/(1 + rρx). (10)

The coefficient ρ belongs to a wave that enters a slab from vacuum and meets the same reflection R at its far side. The same matching, now from vacuum into dielectric, gives

(1 − ρ)/(1 + ρ) = ε(1 − Ry)/(1 + Ry), hence ρ = (Ry − r)/(1 − rRy). (11)

The same R appears in (10) and (11) because removing one period from a half-infinite stack leaves it unchanged. Insert (11) into (10) and multiply out:

R(1 − rRy) + rxR(Ry − r) = r(1 − rRy) + x(Ry − r).

Collecting powers of R gives

c y R² − bR + c = 0, (12)

c = r(1 − x), b = 1 − xy + r²(y − x).

The root that tends to r for infinitely wide vacuum is

R_s = 2c/[b + √(b² − 4c²y)]. (13)

Indeed, x = 0 makes the square root equal to 1 − r²y and R_s = r. For D = 0, c vanishes and so does R_s, as it must in a bulk dielectric.

The potential at the charge is the integral of w over d²q/(2π)². The factor q dq/2π cancels the q in 2π/εq, leaving

δW(z) = (1/ε) ∫₀^∞ dq [F(R_s) − F(r)]. (14)

Equations (6) and (14) are the classical image-potential correction for the repeated dielectric stack. The correction takes the difference between two image potentials, so the image potential of the isolated slab stays in the GW result.

For a band-edge state confined as a standing wave, (14) is averaged over (2/d)cos²(πz/d) = (1/d)[1 + cos(2πz/d)]. The first term averages cosh 2qz to sinh(qd)/(qd). The second contributes −(1/d) q sinh(qd)/(q² + π²/d²). Their sum is [sinh(qd)/(qd)] π²/(π² + q²d²), so in (8)

e^(−qd) cosh 2qz₀ → [(1 − y)/(2qd)] π²/(π² + q²d²). (15)

**5. Limits**

*Long waves.* For q → 0, y → 1 and (8) becomes F = (1 + R)/(1 − R). Equation (12) then gives R + 1/R = b/c, so F² = (b + 2c)/(b − 2c). To first order in q, c = 2qrD and b = 2q[L + r²(D − d)], hence

b ± 2c = 2q[D(1 ± r)² + d(1 − r²)].

With (9), 1 + r = 2ε/(ε+1) and 1 − r = 2/(ε+1). The ratio becomes

(F/ε)² = (D + d/ε)/(D + εd) = 1/(ε_∥ε_⊥), (16)

ε_∥ = 1 + (ε − 1)d/L, 1/ε_⊥ = 1 − (1 − 1/ε)d/L.

The long-wave field sees an anisotropic effective medium. For the isolated slab F/ε → 1: a long wave escapes into the vacuum and is not screened. Expanding (8) at the centre one order further, with R = r, gives

F(r)/ε = 1 − r₀q + …, r₀ = (ε − 1/ε)d/2. (17)

The length r₀ marks where slab screening sets in.

*Vanishing vacuum.* With R_s = 0 and the charge at the centre, put p = r e^(−qd). Then F(r) − 1 = 2p/(1 − p), and

δW(0) = −(1/ε)∫₀^∞ dq 2p/(1 − p) = (2/εd) ln(1 − r) = −(2/εd) ln[(ε+1)/2]. (18)

For a charge at the centre, the error therefore stays finite when the vacuum closes. At closed vacuum it grows without bound as the charge approaches the surface, because the image potential of the isolated slab diverges at a sharp dielectric step.

*Wide vacuum, L ≫ r₀ and L ≫ d.* Each distant slab is now a weakly polarizable sheet. A field along the plane is unchanged inside it, and a normal field is divided by ε. The polarizabilities per area are therefore α_∥ = (ε − 1)d/4π and α_⊥ = (1 − 1/ε)d/4π, with sum r₀/2π. A dipole p in the field E of the unit charge produces the potential −p·E back at the charge. For a sheet at distance h,

∫E_∥² dA = 2π∫₀^∞ ρ³dρ/(ρ² + h²)³ = π/2h²,

∫E_⊥² dA = 2πh²∫₀^∞ ρ dρ/(ρ² + h²)³ = π/2h²,

where ρ is here the in-plane distance. Summing over sheets at h = |n|L, with Σ_{n≠0} 1/n² = π²/3, gives

δW → −(r₀/4L²)(π²/3) = −(π²/24)(ε − 1/ε)d/L². (19)

This is the asymptotic law at fixed thickness. The field of the charge falls as 1/L², the returned potential per unit area as 1/L⁴, and the illuminated area grows as L².

*Strong screening, d ≪ L ≪ r₀.* This window exists if ε is large, and then r₀ ≈ εd/2. For qd ≪ 1 the isolated slab has F/ε ≈ 1/(1 + r₀q). For the stack at its centre, (8) is F = (1 + S)/(1 − S) with S = R_s√y, and (12) gives F² = (b + 2c√y)/(b − 2c√y). For qL ≪ 1 the numerator is 8qD. The denominator has two leading parts: 8qd/ε from 1 − r ≈ 2/ε, and 2q³Dd² from the factor (1 − x)(1 − √y)² that remains at r = 1. With D ≈ L,

F(R_s)/ε ≈ 1/√(2r₀/L + r₀²q²). (20)

Both factors approach 1/(r₀q) at larger q, so to leading order the integral can be stopped at a Q with 1/√(r₀L) ≪ Q ≪ 1/L:

δW ≈ (1/r₀)[ln(2Q√(r₀L/2)) − ln(r₀Q)] = −(1/2r₀) ln(r₀/2L). (21)

Q has dropped out. The error now falls only logarithmically with L.

**6. Why 1/L can be seen, and a worked film**

Define the local exponent P = −d ln|δW|/d ln L. Equation (21) gives P = 1/ln(r₀/2L), which is below 1 for L < r₀/2e, where e is the base of natural logarithms. Equation (19) gives P = 2. A strongly screening slab must therefore pass through P = 1 on the way from one regime to the other, and near that point the error is nearly proportional to 1/L.

Take a model film with ε = 12 and d = 20 bohr, both band edges having the envelope in (15). Then r = 11/13 = 0.846 and r₀ = (12 − 1/12) × 10 = 119 bohr. For L = 40 bohr, equation (16) gives ε_∥ = 1 + 11/2 = 6.5 and ε_⊥ = 1.85, so F/ε starts at 1/√(6.5 × 1.846) = 0.289 instead of 1.

At q = 0.025 bohr⁻¹, x = y = e⁻¹ and (13) gives R_s = 0.745. The screening factors are F(R_s) = 2.667 and F(r) = 3.132, so the integrand of (14) is (2.667 − 3.132)/12 = −0.039. Simpson quadrature in ln q gives the full integral. The exponents come from periods 0.5% above and below L.

L = 30 bohr: ΔE = −7.74 mHa, P = 1.22
L = 40 bohr: ΔE = −5.59 mHa, P = 1.07
L = 60 bohr: ΔE = −3.66 mHa, P = 1.05
L = 80 bohr: ΔE = −2.69 mHa, P = 1.09
L = 120 bohr: ΔE = −1.70 mHa, P = 1.18
L = 240 bohr: ΔE = −0.70 mHa, P = 1.38
L = 1000 bohr: ΔE = −0.07 mHa, P = 1.75

At L = 40 bohr the gap must be raised by 5.6 mHa, or 0.15 eV. By (5), half of this raises the conduction edge and half lowers the valence edge, because the two envelopes are equal.

Between 40 and 80 bohr the error is close to 1/L, although the asymptotic law is 1/L². Formula (19) is useless there: at 40 bohr it gives −61 mHa, since L is smaller than r₀. Even at 1000 bohr it gives −0.098 mHa against the computed −0.074 mHa.

A straight line in 1/L through periods L₁ and L₂ leaves the error

[L₂ΔE(L₂) − L₁ΔE(L₁)]/(L₂ − L₁). (22)

For 40 and 60 bohr this is (−219.4 + 223.7)/20 = 0.21 mHa. For 60 and 80 bohr it is 0.20 mHa, and for 120 and 240 bohr it is 0.29 mHa. The line works well for these pairs (for 24 and 36 bohr it leaves 2.3 mHa), but the larger cells listed here bring no steady improvement. For this film the remainder goes to zero only as the 1/L² regime is approached, and there it is L₂/L₁ times the uncorrected error at the larger period L₂, so the line does more harm than good. The remainder is positive because P > 1 makes L|ΔE| decrease with L, so the extrapolated gap is slightly too large.

How close the exponent stays to 1, and over what range of L, depends on ε. Over 1.2 ≤ L/d ≤ 50, the smallest P found is 1.63 for ε = 3, 1.32 for ε = 6, 1.04 for ε = 12 and 0.53 for ε = 100. The last is below 1, as (21) leads one to expect for strong screening. It occurs near L/d = 3.4, where L is not yet much larger than d, so (21) is only a qualitative guide there. With this envelope P falls below 1 only for ε above about 13.5; the film with ε = 12 never reaches P = 1, and its near-1/L range is a shallow minimum of P just above 1. For weak screening a 1/L line would overshoot; for strong screening, in the region P < 1, it would leave the gap too small.

**7. A single out-of-plane momentum**

If q_z = 0 alone is used, W(z,z′) is replaced by Σ_n W(z,z′+nL). In the static limit the self-energy is a screened exchange, −W acting on occupied states, plus a Coulomb hole, ½(W − v), where v is the bare interaction. The terms with n ≠ 0 vary little within a slab. Their Coulomb-hole part shifts both band edges equally, while their exchange part lowers the valence edge. The gap therefore gains +Σ_{n≠0}W(0,nL), opposite in sign to (6).

Suppose that the region q < q₀ is integrated properly over q_z, and only the rest uses q_z = 0. For charges at all slab centres, symmetry makes the normal field vanish in the middle of each vacuum. This is a mirror with reflection +1 at distance D/2, so ρx in (10) is replaced by e^(−qD):

R_p = (r + e^(−qD))/(1 + r e^(−qD)). (23)

The image sum is the periodic potential minus that of a single charge in the stack. The sampling error is thus

S_q = (1/ε)∫_{q₀}^∞ dq [F(R_p) − F(R_s)]. (24)

At small q, 1 − R_p ≈ qD/ε, so F(R_p)/ε ≈ (2/ε)/(qD/ε + qd) = 2/(ε_∥Lq). This term is cut off at q ~ 1/L or, when r₀ > L, already near 1/√(r₀L), where F(R_s)/ε in (20) turns over to 1/(r₀q) and cancels it. For q₀ far below both values the leading logarithm is

S_q ≈ (2/ε_∥L) ln(1/q₀L). (25)

Equation (25) fixes the growth with ln(1/q₀) but overestimates the size for a dielectric slab: at q₀L = 0.1, (24) is 0.75 of (25) for ε = 12, L/d = 2 and 0.43 of it for ε = 100, L/d = 3.5. For ε = 1 we have r = R_s = 0 and F(R_p) − 1 = 2/(e^(qL) − 1), which integrates to

S_q = −(2/L) ln(1 − e^(−q₀L)). (26)

For ε = 1 and q₀L ≪ 1, this second error falls somewhat faster than 1/L, because the logarithm also decreases with L. For a dielectric slab the prefactor in (25) is 2/[L + (ε − 1)d], which is close to 2/L only for L ≫ (ε − 1)d, and the logarithm depends on the in-plane sampling. The sampling error S_q is a quadrature error, and correction (14) does not remove it. For q₀L ≫ 1, (26) is exponentially small.

For the same film with q₀ = 0.01 bohr⁻¹ and the state at the slab centre, quadrature gives sampling errors of 4.73, 1.82 and 0.46 mHa at L = 40, 80 and 160 bohr. The image errors (14) are −5.57, −2.69 and −1.20 mHa. Their sums are −0.85, −0.88 and −0.74 mHa. The total hardly changes when the cell is doubled from 40 to 80 bohr, yet the gap is still wrong by almost 0.9 mHa. A flat convergence curve is then a cancellation of two errors. How closely they cancel depends on q₀, because only the sampling error changes with it. The plateau is special to this q₀: between 40 and 80 bohr the sum runs from +3.10 to +1.72 mHa for q₀ = 0.005 bohr⁻¹ and from −3.66 to −2.23 mHa for q₀ = 0.02 bohr⁻¹. Converging q_z first and then applying (14) treats each by its own cause.

**8. Where the correction fails**

The derivation needs a gap in the slab, a vacuum wide on the atomic scale, and non-overlapping orbitals. It replaces the surface by a sharp dielectric step, so d and ε are model inputs. In the limit (19) they enter through r₀ alone, which is 2π times the sum of the sheet's in-plane and normal polarizabilities per area; in narrow vacua the position of the step also matters, through D. For a very thin film, r₀ is better defined than ε and d separately, and (14) should be used only where D is large compared with the uncertainty in d.
